# Why a good median fit does not predict ppm memory lifetimes: test program

```python
"""Median-matched Weibull and lognormal lifetimes disagree at parts per million.

Result under test: with equal median t50 and equal dF/d ln(t) there,
    beta*sigma = c = 2/(ln 2*sqrt(2 pi)),
    beta*ln(t_lognormal/t_weibull) = c*z_p + ln(ln 2/(-ln(1-p))),
where p is the failed fraction, z_p the standard normal quantile, beta the
Weibull shape and sigma the standard deviation of ln(t) for the lognormal.
The gap grows without limit as p falls. Times are in hours.
All parameters are round model values, not data for a material.
"""
import numpy as np
from scipy import stats
from scipy.integrate import quad
from scipy.optimize import brentq, minimize

LN2 = np.log(2.0)
c = 2 / (LN2 * np.sqrt(2 * np.pi))
t50, beta, ppm = 1.0e5, 2.0, 1.0e-6
sigma = c / beta
rng = np.random.default_rng(12345)


def weibull(shape):
    return stats.weibull_min(shape, scale=t50 / LN2**(1 / shape))


def lognormal(width, median=t50):
    return stats.lognorm(width, scale=median)


def gap(p):
    return c * stats.norm.ppf(p) + np.log(LN2 / -np.log1p(-p))


def life_by_root(cdf, p):
    """Quantile found from the distribution function itself."""
    y = brentq(lambda u: np.log(cdf(t50 * np.exp(u))) - np.log(p),
               -14.5 / beta, 2.0, xtol=1e-13)
    return t50 * np.exp(y)


W, L = weibull(beta), lognormal(sigma)

# Matching and leading disagreement, from finite differences of the CDFs.
for shape in (1.0, 2.0, 5.0):
    w, l = weibull(shape), lognormal(c / shape)
    assert abs(w.cdf(t50) - 0.5) < 1e-12 and abs(l.cdf(t50) - 0.5) < 1e-12
    h = 1e-3 / shape
    up, down = t50 * np.exp(h), t50 * np.exp(-h)
    slope_w = (w.cdf(up) - w.cdf(down)) / (2 * h)
    slope_l = (l.cdf(up) - l.cdf(down)) / (2 * h)
    assert abs(slope_w / slope_l - 1) < 1e-5
    quadratic = (w.cdf(up) - l.cdf(up) + w.cdf(down) - l.cdf(down)) / 2e-6
    assert abs(quadratic - LN2 * (1 - LN2) / 4) < 1e-5
slope_median = beta * LN2 / 2
quad_coefficient = LN2 * (1 - LN2) / 4

# Quantile gap: roots of the CDFs against the derived formula.
levels = (1e-1, 1e-2, 1e-3, 1e-4, 1e-6)
quantiles = []
for p in levels:
    tw, tl = life_by_root(W.cdf, p), life_by_root(L.cdf, p)
    assert abs(beta * np.log(tl / tw) - gap(p)) < 1e-7
    quantiles.append((p, tw, tl, tl / tw))
tw_ppm, tl_ppm = quantiles[-1][1:3]

# Monotonic growth, the concavity argument and the unbounded lower estimate.
p_grid = np.geomspace(1e-14, 0.499, 2000)
assert np.all(np.diff(gap(p_grid)) < 0)


def k_function(p):
    return stats.norm.pdf(stats.norm.ppf(p)) + c * (1 - p) * np.log1p(-p)


for p in (0.01, 0.1, 0.3, 0.49):
    h = 1e-4
    second = (k_function(p+h) - 2*k_function(p) + k_function(p-h)) / h**2
    formula = -1 / stats.norm.pdf(stats.norm.ppf(p)) + c / (1 - p)
    assert abs(second / formula - 1) < 1e-3 and second < 0
assert 1 / np.sqrt(2 * np.pi) < 1 / (2 * c)
z_bound = np.sqrt(2 * np.log(1 / (2 * p_grid)))
assert np.all(-stats.norm.ppf(p_grid) <= z_bound)

# Tail slopes at each law's own ppm lifetime.
h = 1e-4


def log_slope(cdf, t):
    return np.log(cdf(t * np.exp(h)) / cdf(t * np.exp(-h))) / (2 * h)


z_ppm = stats.norm.ppf(ppm)
tail_w, tail_l = log_slope(W.cdf, tw_ppm), log_slope(L.cdf, tl_ppm)
assert abs(tail_w - beta) < 1e-4
assert abs(tail_l - stats.norm.pdf(z_ppm) / (sigma * ppm)) < 1e-4

# Consequences of choosing the wrong law, by quadrature of the densities.
wrong_w = -np.expm1(-LN2 * np.exp(c * z_ppm))
for shape in (1.0, 2.0, 5.0):
    promised = lognormal(c / shape).ppf(ppm)
    area = quad(weibull(shape).pdf, 0, promised, epsabs=0, epsrel=1e-9)[0]
    assert abs(area / wrong_w - 1) < 1e-6
z_reverse = np.log(tw_ppm / t50) / sigma
wrong_l = quad(stats.norm.pdf, z_reverse - 5, z_reverse,
               epsabs=0, epsrel=1e-9)[0]
assert abs(wrong_l / L.cdf(tw_ppm) - 1) < 1e-6

# Central-window data: exact times inside, counts only outside.
t_lo, t_hi = W.ppf(0.2), W.ppf(0.8)
nodes, weights = np.polynomial.legendre.leggauss(60)
half = 0.5 * np.log(t_hi / t_lo)
t_nodes = np.sqrt(t_lo * t_hi) * np.exp(half * nodes)


def information(model):
    """Expected log-likelihood ratio per cell when Weibull is true."""
    inside = np.sum(half * weights * t_nodes * W.pdf(t_nodes)
                    * (W.logpdf(t_nodes) - model.logpdf(t_nodes)))
    return (inside + 0.2 * np.log(0.2 / model.cdf(t_lo))
            + 0.2 * np.log(0.2 / model.sf(t_hi)))


fit = minimize(lambda v: information(lognormal(np.exp(v[1]),
                                              t50 * np.exp(v[0]))),
               [0.0, np.log(sigma)], method="Nelder-Mead",
               options={"xatol": 1e-8, "fatol": 1e-14, "maxiter": 1000})
assert fit.success
fit_median, fit_sigma = t50 * np.exp(fit.x[0]), np.exp(fit.x[1])
R = lognormal(fit_sigma, fit_median)
K_match, K_fit = information(L), information(R)
assert 0 < K_fit < K_match
sample = W.rvs(size=1_000_000, random_state=rng)
for model, K in ((L, K_match), (R, K_fit)):
    ratio = W.logpdf(sample) - model.logpdf(sample)
    ratio[sample < t_lo] = np.log(W.cdf(t_lo) / model.cdf(t_lo))
    ratio[sample > t_hi] = np.log(W.sf(t_hi) / model.sf(t_hi))
    assert abs(ratio.mean() - K) < 5 * ratio.std() / np.sqrt(sample.size)
t_window = np.geomspace(t_lo, t_hi, 4001)
diff_match = np.max(np.abs(W.cdf(t_window) - L.cdf(t_window)))
diff_fit = np.max(np.abs(W.cdf(t_window) - R.cdf(t_window)))
fit_ppm = life_by_root(R.cdf, ppm)
assert fit_ppm / tw_ppm > 10

# A small early-failing subpopulation added to the lognormal law.
eps, early_median = 1e-4, 1000.0
E = lognormal(sigma, early_median)


def mixed_cdf(t):
    return (1 - eps) * L.cdf(t) + eps * E.cdf(t)


mixed_median = life_by_root(mixed_cdf, 0.5)
mixed_ppm = life_by_root(mixed_cdf, ppm)
mixed_formula = early_median * np.exp(sigma * stats.norm.ppf(ppm / eps))
assert abs(mixed_ppm / mixed_formula - 1) < 1e-6
t_all = np.geomspace(1, 1e7, 5000)
mixed_shift = np.max(np.abs(mixed_cdf(t_all) - L.cdf(t_all)))
assert mixed_shift <= eps * (1 + 1e-9)

# First failure in arrays: explicit minima against weakest-link quantiles.
N, arrays = 1_000_000, 101


def cell_fraction(array_fraction):
    return -np.expm1(np.log1p(-array_fraction) / N)


array_w = t50 * N**(-1 / beta)
array_l = t50 * np.exp(sigma * stats.norm.ppf(cell_fraction(0.5)))
first_w = np.array([rng.standard_exponential(N).min() for _ in range(arrays)])
first_w = t50 * (first_w / LN2)**(1 / beta)
first_l = np.array([rng.standard_normal(N).min() for _ in range(arrays)])
first_l = t50 * np.exp(sigma * first_l)
# Tolerances are about four standard errors of a median of 101 arrays.
assert abs(np.log(np.median(first_w) / array_w)) < 0.30
assert abs(np.log(np.median(first_l) / array_l)) < 0.07
late_w = W.ppf(cell_fraction(0.99))
early_l = L.ppf(cell_fraction(0.01))
assert late_w < early_l and first_w.max() < first_l.min()

# Zero-failure demonstration, checked with the exact binomial upper limit.
n_zero = int(np.ceil(np.log(0.05) / np.log1p(-ppm)))
assert stats.beta.ppf(0.95, 1, n_zero) <= ppm * (1 + 1e-9)
assert stats.beta.ppf(0.95, 1, n_zero - 10) > ppm

print(f"median life t50 = {t50:.0f} h; Weibull beta = {beta:.1f}")
print(f"c = beta*sigma = {c:.5f}; sigma = {sigma:.5f}")
print(f"common slope dF/d ln t at median = {slope_median:.5f}")
print(f"quadratic CDF-difference coefficient = {quad_coefficient:.5f}")
print("failed fraction; Weibull life (h); lognormal life (h); ratio")
for p, tw, tl, r in quantiles:
    print(f"  {p:.0e}; {tw:.1f}; {tl:.1f}; {r:.3f}")
print(f"z at 1 ppm = {z_ppm:.5f}; gap G at 1 ppm = {gap(ppm):.4f}")
print(f"1 ppm lives in days: Weibull {tw_ppm/24:.2f}, "
      f"lognormal {tl_ppm/24:.1f}")
print(f"tail slope at 1 ppm: Weibull {tail_w:.3f}, lognormal {tail_l:.3f}")
print(f"Weibull failures at lognormal 1 ppm life = {wrong_w*1e6:.1f} ppm")
print(f"lognormal fraction at Weibull 1 ppm life = {wrong_l:.2e}")
print(f"central window, Weibull 20% to 80% = {t_lo:.0f} to {t_hi:.0f} h")
print(f"largest CDF difference in window, matched = {diff_match:.5f}")
print(f"largest CDF difference in window, refitted = {diff_fit:.5f}")
print(f"information per cell, matched = {K_match:.4e} nat")
print(f"information per cell, refitted = {K_fit:.4e} nat")
print(f"cells for expected log ratio ln20, matched = "
      f"{np.log(20)/K_match:.0f}")
print(f"cells for expected log ratio ln20, refitted = "
      f"{np.log(20)/K_fit:.0f}")
print(f"refitted lognormal: median {fit_median:.0f} h, "
      f"sigma {fit_sigma:.5f}")
print(f"refitted 1 ppm life = {fit_ppm:.1f} h; "
      f"ratio to Weibull = {fit_ppm/tw_ppm:.2f}")
print(f"early subpopulation: fraction {eps:.0e}, "
      f"median {early_median:.0f} h")
print(f"largest CDF change from subpopulation = {mixed_shift:.3e}")
print(f"mixed-population median = {mixed_median:.1f} h")
print(f"mixed-population 1 ppm life = {mixed_ppm:.1f} h")
print(f"cells per array = {N}; simulated arrays per law = {arrays}")
print(f"cell fraction at array median = {cell_fraction(0.5):.4e}")
print(f"array median first failure, Weibull = {array_w:.1f} h "
      f"(simulated {np.median(first_w):.1f} h)")
print(f"array median first failure, lognormal = {array_l:.1f} h "
      f"(simulated {np.median(first_l):.1f} h)")
print(f"99% of Weibull arrays have failed by {late_w:.1f} h")
print(f"1% of lognormal arrays have failed by {early_l:.1f} h")
print(f"zero-failure cells for 1 ppm at 95% confidence = {n_zero}")
print("all assertions hold")
```

Output:

```
median life t50 = 100000 h; Weibull beta = 2.0
c = beta*sigma = 1.15110; sigma = 0.57555
common slope dF/d ln t at median = 0.69315
quadratic CDF-difference coefficient = 0.05317
failed fraction; Weibull life (h); lognormal life (h); ratio
  1e-01; 38987.6; 47826.1; 1.227
  1e-02; 12041.4; 26212.5; 2.177
  1e-03; 3799.2; 16887.6; 4.445
  1e-04; 1201.2; 11759.7; 9.790
  1e-06; 120.1; 6483.9; 53.982
z at 1 ppm = -4.75342; gap G at 1 ppm = 7.9773
1 ppm lives in days: Weibull 5.00, lognormal 270.2
tail slope at 1 ppm: Weibull 2.000, lognormal 8.598
Weibull failures at lognormal 1 ppm life = 2909.8 ppm
lognormal fraction at Weibull 1 ppm life = 7.73e-32
central window, Weibull 20% to 80% = 56739 to 152379 h
largest CDF difference in window, matched = 0.03760
largest CDF difference in window, refitted = 0.02695
information per cell, matched = 1.1455e-02 nat
information per cell, refitted = 9.1283e-03 nat
cells for expected log ratio ln20, matched = 262
cells for expected log ratio ln20, refitted = 328
refitted lognormal: median 96142 h, sigma 0.58708
refitted 1 ppm life = 5901.4 h; ratio to Weibull = 49.13
early subpopulation: fraction 1e-04, median 1000 h
largest CDF change from subpopulation = 9.999e-05
mixed-population median = 99992.8 h
mixed-population 1 ppm life = 262.1 h
cells per array = 1000000; simulated arrays per law = 101
cell fraction at array median = 6.9315e-07
array median first failure, Weibull = 100.0 h (simulated 106.2 h)
array median first failure, lognormal = 6215.2 h (simulated 6249.7 h)
99% of Weibull arrays have failed by 257.8 h
1% of lognormal arrays have failed by 3957.7 h
zero-failure cells for 1 ppm at 95% confidence = 2995731
all assertions hold
```
